# Why open-circuit electrodes stiffen a polar film

## Question

I have a polar film with electrodes on both faces. Its polar axis is along the film normal, with $e_{33}=1.5$ C/m² and a relative permittivity of 10 at fixed strain. I am asked to show that $C_{33}$ is about 25 GPa higher in open circuit than in short circuit.

I don't see how the wiring can change a stiffness. In open circuit no charge moves, so I would expect the electrical side to drop out and leave the ordinary elastic constant. It is the short circuit, where charge flows, that looks like the complicated case. I also don't know why the permittivity is specified "at fixed strain" when the whole point is to strain the film. And does the spontaneous polarization matter?

## Answer

Keeping the charge fixed does not keep the field at zero. Straining the film changes its polarization. In short circuit, charge flows to the electrodes and cancels the resulting field. In open circuit the field stays, and it pulls back on the strain that made it. That extra restoring stress is the stiffening.

### Setting and conventions

Take a uniform, insulating film whose in-plane strains are held at fixed values by a thick substrate. The one mechanical variable is then the normal strain $\eta$, positive for stretching, with normal stress $\sigma$ positive in tension.

Let the film start with zero internal field, its spontaneous polarization compensated by electrode charge. Let $D$ be the change of electrode charge per area from that state, and $E$ the field along the polar axis, equal to voltage over thickness. The spontaneous polarization is thereby absorbed into the starting state. A film that starts with a large uncompensated field is a different problem, because its stiffness must be evaluated about that field.

### Both stiffnesses from one energy

Let $U(\eta,D)$ be the energy per volume, with the ions and electrons relaxed at given $\eta$ and $D$. Mechanical work contributes $\sigma\,d\eta$ and electrical work contributes $E\,dD$, so

$$\sigma=\frac{\partial U}{\partial\eta},\qquad E=\frac{\partial U}{\partial D}.$$

Stress and field are measured from the starting state, so $U$ has no linear terms. To second order its general form is

$$U=\tfrac12 C_D\,\eta^2-b\,\eta D+\frac{D^2}{2\varepsilon}.$$

Differentiating gives

$$\sigma=C_D\,\eta-bD,\qquad E=\frac{D}{\varepsilon}-b\,\eta .$$

Solve the second equation for the charge:

$$D=\varepsilon b\,\eta+\varepsilon E .$$

This identifies the constants. At $\eta=0$ we have $D=\varepsilon E$, so $\varepsilon=\varepsilon_0\varepsilon_r$ is the permittivity at fixed strain. At $E=0$ the charge per unit strain is $\varepsilon b$, which is the definition of $e\equiv e_{33}$. Hence $b=e/\varepsilon$ and

$$D=e\,\eta+\varepsilon E,\qquad \sigma=C_D\,\eta-\frac{e}{\varepsilon}D .\tag{1}$$

**Open circuit.** The electrode charge cannot change, so $D=0$ and $\sigma=C_D\,\eta$. The open-circuit stiffness is $C_D$. The field is not zero, since $0=e\eta+\varepsilon E$ gives $E=-e\eta/\varepsilon$.

**Short circuit.** The voltage is zero, so $E=0$ and $D=e\eta$. Putting this charge into the stress gives

$$\sigma=C_D\,\eta-\frac{e}{\varepsilon}\,e\,\eta=\left(C_D-\frac{e^2}{\varepsilon}\right)\eta .$$

The bracket is the short-circuit stiffness $C_E$. Therefore

$$\boxed{C_D-C_E=\frac{e_{33}^2}{\varepsilon_0\varepsilon_r}}\tag{2}$$

Because $e$ is squared, reversing the polar axis changes nothing, and because $\varepsilon>0$ the open-circuit film is the stiffer one.

To see the restoring stress directly, substitute $D=e\eta+\varepsilon E$ into the stress in (1):

$$\sigma=\left(C_D-\frac{e^2}{\varepsilon}\right)\eta-eE=C_E\,\eta-eE .$$

With the open-circuit field $E=-e\eta/\varepsilon$, the term $-eE$ equals $+e^2\eta/\varepsilon$. It is tensile when the film is stretched, so it resists the stretch.

### The number

The absolute permittivity is $10\times8.854\times10^{-12}=8.854\times10^{-11}$ F/m. Then

$$\frac{e_{33}^2}{\varepsilon}=\frac{(1.5)^2}{8.854\times10^{-11}}=\frac{2.25}{8.854\times10^{-11}}=2.541\times10^{10}\ \text{Pa}=25.4\ \text{GPa}.$$

The unit is right: C²/m⁴ divided by F/m is C²/(F m³), and C²/F is a joule, so the result is J/m³, or Pa. The value of $C_E$ was not needed.

### Why the permittivity at fixed strain

In (1), $\varepsilon$ is the coefficient of $E$ with $\eta$ held constant. The strain response is already counted in $e\eta$. If the film is instead free to change thickness, $\sigma=0$ gives $\eta=eE/C_E$, and

$$D=e\,\frac{eE}{C_E}+\varepsilon E=\left(\varepsilon+\frac{e^2}{C_E}\right)E .$$

The permittivity at zero normal stress is therefore larger. With $C_E=390$ GPa it is 10.65 in relative terms, and using it in (2) would give 23.9 GPa, which counts the strain response twice.

"Fixed strain" does not mean fixed ions. The ions inside the cell must relax, both in $\varepsilon$ and in $e$. This matters in first-principles work: a bulk calculation with ordinary periodic boundary conditions has zero macroscopic field, so its relaxed-ion elastic constant is $C_E$. To obtain $C_D$, add (2) with the relaxed-ion $e_{33}$ and the sum of electronic and ionic permittivity.

### A microscopic check

A small model shows the ions at work. Let $u$ be an internal displacement of the ions in units of the cell height, $p$ the electronic polarization and $Q$ the total electrode charge per area. Take

$$U=\tfrac12C_0\eta^2-g\eta u+\tfrac12ku^2+U_3+\frac{p^2}{2\chi\varepsilon_0}+(1+\eta)\frac{(Q-P)^2}{2\varepsilon_0},$$

$$P=P_0+qu+a\eta-10\,\eta u+p,\qquad U_3=-600\,\eta^3+2000\,\eta u^2-3000\,u^3,$$

with $U_3$ in GPa and $P$ in C/m². Choose $q=10$, $a=-0.5$ and $P_0=1$ C/m², $\chi=4$, $k=q^2/(5\varepsilon_0)$, $g=k/5$ and $C_0=390\ \text{GPa}+g^2/k$.

To leading order at zero field, minimizing over $u$ gives $u=g\eta/k=\eta/5$. The charge per strain is then $a+qg/k=-0.5+2=1.5$ C/m², and the stiffness is $C_0-g^2/k=390$ GPa. At fixed strain, a field displaces the ions by $u=qE/k$. They contribute $q^2/k=5\varepsilon_0$ to the permittivity, and the vacuum and electrons contribute $(1+\chi)\varepsilon_0=5\varepsilon_0$, which makes $10\varepsilon_0$ in all.

Relaxing the full nonlinear energy numerically, and taking the slope of stress against strain at $\eta=0$, gives 390.000 GPa at zero voltage and 415.412 GPa at fixed charge. The difference agrees with (2).

The comparison was repeated for five models with constants drawn at random: $C_0$ from 300 to 600, $g$ from 100 to 500 and $k$ from 1500 to 3000 GPa; $q$ from 5 to 12, $a$ and $P_0$ from −1 to 1 C/m²; $\chi$ from 2 to 6. For each, $e$ and $\varepsilon$ were obtained from the model's own charge response. Over all six models, the largest departure from (2) was $1.5\times10^{-8}$ GPa.

### What happens at 0.1 % strain

Consider a film 1000 nm thick with $C_E=390$ GPa, stretched by $\eta=10^{-3}$.

- In short circuit, the charge that flows is $e\eta=1.5\times10^{-3}$ C/m², or 0.150 µC/cm². The stress is 390 MPa.
- In open circuit, the field is $-1.5\times10^{-3}/(8.854\times10^{-11})=-1.69\times10^{7}$ V/m, or −0.169 MV/cm. The voltage across the film is −16.9 V and the stress is 415.4 MPa.

If you now hold the strain and connect the electrodes, the energy falls from $\tfrac12C_D\eta^2$ to $\tfrac12C_E\eta^2$. The released energy per volume is

$$\tfrac12\frac{e^2}{\varepsilon}\eta^2=\tfrac12(25.41\times10^9)(10^{-3})^2=12.7\ \text{kJ/m}^3 .$$

This is the extra work you did against the stiffer film. It is 6.1 % of the total open-circuit work, the same fraction as $25.4/415.4$.

Equation (2) is a statement about small strain. In the nonlinear model above, the stress difference divided by strain at $\eta=+10^{-3}$ is 25.26 GPa, about 0.6 % below the small-strain value. That shift comes from the nonlinear terms I chose, about 0.36 % from $U_3$ and 0.25 % from the $-10\,\eta u$ term in $P$, and is not a prediction for a material.

### Between open and short circuit

An instrument connected to the electrodes adds a parallel capacitance $c$ per film area. Charge leaving the film goes onto this capacitor. The voltage is $Eh$ for thickness $h$, so conservation of charge reads $D+chE=0$. With (1),

$$e\eta+\varepsilon E=-chE\quad\Rightarrow\quad E=-\frac{e\eta}{\varepsilon+ch},$$

and $\sigma=C_E\eta-eE$ gives

$$C-C_E=\frac{e^2}{\varepsilon+ch}.\tag{3}$$

For $c=0$ this is the open-circuit result, and for $c\to\infty$ it vanishes.

The same formula describes imperfect electrodes. Suppose the screening charge sits slightly inside the metal, at a total effective distance $\lambda$ for the two faces. The charge that compensates the spontaneous polarization then produces an interface voltage from the start. Assume that a constant bias offsets it, so that the film still starts with zero field. When the film is strained at this constant voltage, the changes in film and interface voltage must cancel: $Eh+D\lambda/\varepsilon_0=0$, or $D=-(\varepsilon_0/\lambda)hE$. This is (3) with $c=\varepsilon_0/\lambda$. For a rough $\lambda=0.1$ nm, the stiffening left at constant voltage is 0.025 GPa at 1000 nm thickness but 4.2 GPa at 5 nm. Two assumptions lie behind these numbers. The bias is not small: for a spontaneous polarization $P_0=1$ C/m² it is $P_0\lambda/\varepsilon_0=11$ V, and without it the 5 nm film would start near 19 MV/cm. Also, $\lambda$ is taken not to change under load. If it varies as $1+\gamma\eta$, the compensating charge adds $\gamma P_0\eta$ to $D$ in the interface voltage, and the stiffening becomes $e(e+\gamma P_0)/(\varepsilon+ch)$. For $\gamma=1$ this is 7.1 GPa at 5 nm, so here the spontaneous polarization does matter. Holding the electrode voltage constant thus does not hold the field inside a very thin film constant.

### When the strain is not uniform

In an insulating film without space charge, $D$ has the same value at every depth $z$, while $E$ and $\eta$ may vary. Zero voltage then requires only that the average of $E$ vanish, so (1) gives $D=e\langle\eta\rangle$, where the brackets denote the average over thickness. The local stress is

$$\sigma(z)=C_D\,\eta(z)-\frac{e^2}{\varepsilon}\langle\eta\rangle .$$

Uniform strain recovers $C_E$. A strain pattern that averages to zero feels the full $C_D$ even with the electrodes shorted. "Short circuit gives $C_E$" is therefore a statement about uniform strain.

### A real film

The numbers are in the regime of wurtzite aluminium nitride, for which $C_{33}$ near 390 GPa, $e_{33}$ near 1.5 C/m² and a relative permittivity near 10 are rough typical values. Measuring the open-circuit stiffness with uniform strain needs good electrical isolation. A pad 100 µm on a side has a capacitance of 0.885 pF at 1000 nm thickness. With a 10 pF instrument attached, (3) gives $25.41\times0.885/(0.885+10)=2.07$ GPa instead of 25.4 GPa, so the nominally open film is nearly shorted.

Leakage acts in the same direction. At held strain, $dD/dt=-E/\rho$ and $D=e\eta+\varepsilon E$ give $\varepsilon\,dE/dt=-E/\rho$. The field and the extra stress decay as $e^{-t/\tau}$ with $\tau=\rho\varepsilon$. For a rough resistivity of $10^{13}$ Ω cm, $\tau=8.9$ s, so the loading must be much faster than this to give the open-circuit value.

Breakdown is not a concern at 0.1 % strain: the field is about 3 % of a rough breakdown field of 5 MV/cm. Linear extrapolation reaches that field near 3 % strain, where the linear theory should not be trusted anyway.

Temperature enters through the difference between slow, isothermal straining and fast, adiabatic straining. Let $\beta$ be the thermal stress per kelvin and $c_v$ the heat capacity per volume. Constant entropy requires $\beta\eta+c_v\Delta T/T=0$, so $\Delta T=-T\beta\eta/c_v$. The stress $C\eta-\beta\Delta T$ then has stiffness $C+T\beta^2/c_v$. Take $\beta=(C_{33}+2C_{13})\alpha$ with $C_{13}=110$ GPa and an assumed isotropic expansion $\alpha=5\times10^{-6}$ /K, so that $\beta=3.05$ MPa/K, and take $c_v=2.4$ MJ/(m³ K). The addition at 300 K is then 1.16 GPa. It scales as $\alpha^2$, so $\alpha=3\times10^{-6}$ /K would give only 0.4 GPa; read it as an order of magnitude. If pyroelectric coupling is left out, it is the same in both circuits and cancels from (2), provided both stiffnesses refer to the same thermal condition. "Fast" here is much faster than the leakage time requires. Heat crosses a film of thickness $h$ and thermal conductivity $\kappa$ in roughly $h^2c_v/\kappa$, which for 1000 nm is below 1 µs if $\kappa$ exceeds 10 W/(m K). That time applies only if the substrate itself stays at constant temperature. A substrate that carries the same normal stress changes temperature by a similar amount, and the heat must then cross the substrate too. For 500 µm of silicon on a heat sink this takes a few milliseconds. Loading over tens of milliseconds then outruns the leakage and is still close to isothermal.

### If the film is free sideways

The result also depends on the in-plane strain being fixed. Suppose the in-plane stress is zero instead, and the film is isotropic in its plane. Let $s$ be the strain in each in-plane direction, and let $D$ be charge per original area. Then

$$0=(C_{11}+C_{12})s+C_{13}\eta-e_{31}E\quad\Rightarrow\quad s=\frac{e_{31}E-C_{13}\eta}{C_{11}+C_{12}} .$$

Insert this into $\sigma=2C_{13}s+C_{33}\eta-e_{33}E$ and $D=2e_{31}s+e_{33}\eta+\varepsilon E$. Both keep their old form, with the replacements

$$C_{33}\to C_{33}-\frac{2C_{13}^2}{C_{11}+C_{12}},\quad e_{33}\to e_{33}-\frac{2C_{13}e_{31}}{C_{11}+C_{12}},\quad \varepsilon\to\varepsilon+\frac{2e_{31}^2}{C_{11}+C_{12}} .$$

Take rough values $C_{11}=400$, $C_{12}=140$, $C_{13}=110$ GPa and $e_{31}=-0.6$ C/m². The effective $e$ is $1.5+132/540=1.744$ C/m² and the relative permittivity becomes 10.15. The short-circuit stiffness falls to 345 GPa, while the open-circuit increment rises to 33.9 GPa. The increment grows because $e_{31}$ is negative: stretching the film along its normal now also narrows it, and both strains add charge of the same sign. Because $D$ is charge per original area, $e_{31}$ here is the proper constant. The derivative of the polarization itself with respect to in-plane strain gives $e_{31}-P_0$, because the area changes. For $P_0=1$ C/m², using that value of −1.6 C/m² by mistake would give 47 GPa.

So the 25 GPa in your exercise belongs to $C_{33}$ proper, with the in-plane strains fixed. The intermediate values are in the numerical output below.

## Values computed for the example and the checks

```
e33 = 1.5 C/m^2
relative permittivity, fixed strain = 10.0
vacuum permittivity = 8.8542e-12 F/m
absolute permittivity = 8.8542e-11 F/m
e33 squared = 2.25 C^2/m^4
increment e^2/eps = 25.41 GPa
C33 short circuit (rough input) = 390 GPa
C33 open circuit = 415.4 GPa
relative rise of C33 = 6.52 %
increment / C33 open = 6.12 %
model: relaxed C33 short = 390.000 GPa
model: relaxed C33 open = 415.412 GPa
model: shift on halving step = 1.6e-08 GPa
largest mismatch, 6 models = 1.5e-08 GPa
strain = 0.1 %
film thickness = 1000 nm
short-circuit charge = 0.150 uC/cm^2
open-circuit field = -0.1694 MV/cm
open-circuit voltage (signed) = -16.94 V
stress short = 390.0 MPa
stress open = 415.4 MPa
energy released = 12.71 kJ/m^3
zero-stress permittivity = 10.652 (relative)
increment if that is misused = 23.86 GPa
nonlinear model secant increment = 25.26 GPa
pad side = 100 um
film capacitance = 0.885 pF
instrument capacitance = 10 pF
increment with instrument = 2.07 GPa
total screening length (rough) = 0.1 nm
short-circuit residue at 1000 nm = 0.025 GPa
short-circuit residue at 5 nm = 4.235 GPa
resistivity (rough) = 1e+13 ohm cm
leakage time = 8.85 s
model: increment left after that time = 0.3679
breakdown field (rough) = 5 MV/cm
strain reaching breakdown = 2.95 %
rough C11, C12, C13 = 400, 140, 110 GPa
rough e31 = -0.6 C/m^2
laterally free: effective e = 1.744 C/m^2
laterally free: permittivity = 10.151 (relative)
laterally free: short stiffness = 345.2 GPa
laterally free: increment = 33.86 GPa
temperature = 300 K
thermal expansion (rough) = 5e-06 1/K
heat capacity (rough) = 2.4 MJ/(m^3 K)
thermal stress coefficient = 3.05 MPa/K
adiabatic minus isothermal C33 = 1.16 GPa
```
